Why amorphous resistance drift must be timed from the reset pulse

**Question**

I am studying resistance drift in a phase-change memory cell. After the reset pulse, which melts and quenches the active volume into the amorphous state, the resistance should follow

R(t) = R₀ (t/t₀)^ν.

My first reading comes 100 s after the reset. Since t₀ is arbitrary, I would like to call the first reading time zero, plot ln R against the logarithm of the time since then, and take ν from the slope. Is that allowed? If the plot turns out curved, does it mean that the glass has stopped obeying the power law?

**Answer**

It is not allowed. The freedom you have in t₀ is a freedom of scale, and you are using it as a freedom of origin. If t₀ is replaced by t₀′, then

R₀ (t/t₀)^ν = R₀′ (t/t₀′)^ν, with R₀′ = R₀ (t₀′/t₀)^ν,

so the prefactor changes and ν does not. On a logarithmic axis this is a sideways shift of the whole plot. Subtracting a delay t_d from every time is different, because ln(t − t_d) is not ln t plus a constant. It stretches the early part of the axis and hardly touches the late part. A curved plot is then to be expected even if the glass follows the power law perfectly.

**Where the origin of time comes from**

A simple relaxation model shows what the clock measures. Let the quenched glass contain defects that relax over barriers E, spread evenly between E_low and E_high, at the rates

k(E) = k_a exp(−E/k_BT).

The temperature T is constant, nothing crystallizes, and reading does not disturb the glass. At the end of the quench, t = 0, every defect is unrelaxed. The resistance is proportional to exp(E_c/k_BT), where the conduction barrier E_c rises by ν times the barrier range that has relaxed. A defect has relaxed by time t with probability 1 − exp(−kt), so, with R_q the resistance at t = 0,

ln(R/R_q) = (ν/k_BT) ∫ dE [1 − exp(−k(E)t)].

Change the variable to z = k(E)t. Then dE = −k_BT dz/z, and the minus sign is absorbed by exchanging the limits, since the lowest barrier has the highest rate:

ln(R/R_q) = ν ∫ dz (1 − e^(−z))/z, from z = k_min t to k_max t.

At times long after the fastest relaxation and long before the slowest, k_min t ≪ 1 ≪ k_max t. The lower limit can then be set to zero, because the integrand stays finite there. For the upper limit, split the integral at z = 1. The part above 1 gives ln(k_max t) minus the integral of e^(−z)/z, which converges. The constants combine to Euler's constant γ = 0.5772:

ln(R/R_q) = ν [ln(k_max t) + γ].

This is the power law, and its t is the age of the glass since the quench.

Now suppose that the first reading, R₁, is taken at t_d. The defects still unrelaxed are a fraction exp(−k t_d) of those at each barrier: the fast ones are gone. During a further time s = t − t_d, the fraction that relaxes is

exp(−k t_d)[1 − exp(−ks)] = [1 − exp(−k(t_d + s))] − [1 − exp(−k t_d)].

Each bracket on the right gives an integral already done, so k_max and γ cancel in the difference:

ln(R/R₁) = ν ln(t_d + s) − ν ln t_d = ν ln(1 + s/t_d).

The glass carries its age in the surviving defects, and starting a stopwatch does not bring the relaxed ones back. A new reset does restart the clock, provided that it restores the full unrelaxed population.

**How the plot bends**

On the restarted clock the local slope of the log-log plot is, using d/d ln s = s d/ds,

d ln R/d ln s = ν s/(s + t_d).

It starts near zero, equals ν/2 at s = t_d, and approaches ν for s ≫ t_d. Differentiating once more gives the curvature

d² ln R/d(ln s)² = s · ν [(s + t_d) − s]/(s + t_d)² = ν s t_d/(s + t_d)².

This is positive, so the plot bends upward. With r = s/t_d it is ν r/(1 + r)², whose derivative is proportional to 1 − r. The bend is therefore strongest at s = t_d, where the curvature is ν/4.

For an example, take round model parameters: ν = 0.1, T = 300 K, k_a = 10¹³ s⁻¹, barriers from 0.3 to 1.5 eV, and your t_d = 100 s. The extreme rates are 9.1 × 10⁷ and 6.3 × 10⁻¹³ s⁻¹, so all times used below lie well inside the power-law range. Integrating numerically over the surviving defects gives:

s = 1 s: R/R₁ = 1.001, slope 0.001
s = 10 s: R/R₁ = 1.010, slope 0.009
s = 100 s: R/R₁ = 1.072, slope 0.050
s = 1000 s: R/R₁ = 1.271, slope 0.091
s = 10⁴ s: R/R₁ = 1.586, slope 0.099
s = 10⁵ s: R/R₁ = 1.995, slope 0.100

The first lines look like a cell that hardly drifts. In fact ten seconds is a small addition to an age of 100 s. Ten seconds after a fresh reset, the same model has slope 0.100 instead of 0.009.

**Why the fitted exponent is too small**

Let x_i = ln s_i and y_i = ln R_i, in order of increasing time, and let x̄ be the mean of the x_i. The reading at s = 0 has to be left out, since it has no logarithm. The least-squares slope is

m = Σ_i (x_i − x̄) y_i / S, with S = Σ_i (x_i − x̄)².

Because Σ_i (x_i − x̄) = 0, y₁ may be subtracted from every y_i. Each y_i − y₁ is a sum of steps g_j Δ_j, where Δ_j = x_(j+1) − x_j and g_j is the secant slope between neighbouring readings. Collecting the terms that contain g_j gives

m = Σ_j w_j g_j, with w_j = (Δ_j/S) Σ_(i>j) (x_i − x̄).

The last sum is positive, since the readings to the right of a gap have a mean above the overall mean. The weights add up to one, as the case y = x shows: there m and all g_j equal 1. The fitted slope is thus a weighted average of secant slopes. Each secant slope is the mean of the local slope over its gap, and so lies below ν. Hence m < ν for noise-free data with any spacing of the readings.

With 26 readings evenly spaced in ln s from 1 s to 10⁵ s, the restarted clock gives ν = 0.063, which is 37 % below the true value. The same resistances plotted against s + t_d give 0.100. The squared correlation coefficient of the wrong line is 0.91, so a fairly high value of it does not vouch for the exponent.

**How large the error is**

For many readings evenly spaced in x between a = ln s_a and b = ln s_b, sums become integrals. Let L = b − a. Per reading, S becomes L²/12, and the sum to the right of x becomes

(1/L) ∫ from x to b of [u − (a + b)/2] du = (x − a)(b − x)/(2L).

The weight is their ratio, w(x) = 6(x − a)(b − x)/L³, and

m/ν = ∫ w(x) f(x) dx, with f(x) = 1/(1 + e^(x_d − x)) and x_d = ln t_d.

The function f is s/(s + t_d) written in x: a smooth step from 0 to 1 at x_d. Let W(x) be the integral of w from x to b. With q = (x − a)/L,

W = ∫ from q to 1 of 6q′(1 − q′) dq′ = 1 − 3q² + 2q³.

Integration by parts turns ∫ w f dx into f(a) + ∫ W f′ dx. The edge term f(a) is the area of f′ below the window, so it is included if the integral of W f′ runs over all x, with W = 1 below the window and W = 0 above it. The peak f′ is symmetric about x_d and has unit area. Its variance follows from expanding it in exponentials:

2 ∫₀^∞ u² Σ_n (−1)^(n+1) n e^(−nu) du = 4 Σ_n (−1)^(n+1)/n² = π²/3.

Expand W about x_d, where q = p = ln(t_d/s_a)/L. The odd terms vanish by symmetry, and the second-order term is (π²/6) d²W/dx² = (π²/6)(−6 + 12p)/L². The tails of f′ fall off as e^(−|x − x_d|). If x_d lies several units of ln s from both edges, which needs a window of several decades, little of f′ lies beyond the edges, and the cubic may stand for W there too. Then

m/ν ≈ 1 − 3p² + 2p³ − π²(1 − 2p)/L².

Here L = ln 10⁵ = 11.51 and p = 0.4, so

m/ν ≈ 1 − 0.480 + 0.128 − 0.015 = 0.633.

Numerical integration of w f gives 0.634, and the fit to 26 readings gives 0.630. The size of the error depends on where t_d falls in the window, so the fitted exponent is partly a property of your measuring schedule.

In the opposite limit, t_d ≪ s_a, all fitted readings are late compared with the delay. Then f ≈ 1 − t_d/s. With u = x − a, so that 1/s = e^(−u)/s_a, the relative error is

m/ν − 1 ≈ −(t_d/s_a)(6/L³) ∫₀^L u(L − u) e^(−u) du.

The two integrals needed are

∫₀^L u e^(−u) du = 1 − (L + 1)e^(−L),
∫₀^L u² e^(−u) du = 2 − (L² + 2L + 2)e^(−L).

Multiplying the first by L and subtracting the second gives

m/ν − 1 ≈ −(t_d/s_a) · 6[L − 2 + (L + 2)e^(−L)]/L³.

If you keep readings from s = 1000 s to 10⁵ s, then t_d/s_a = 0.1 and L = 4.61. The formula gives −1.64 %, and the full integral −1.59 %. Restarting the clock is therefore tolerable when every fitted reading is much later than the delay, at the price of discarding the earlier ones.

**What it does to a prediction**

The restarted curve is convex, and a least-squares line through a convex curve lies below it beyond the last reading. To see this, note that the residuals r_i, curve minus line, satisfy Σ r_i = 0 and Σ x_i r_i = 0. They must change sign at least twice: with a single change at x = c, all terms of Σ (x_i − c) r_i would have the same sign and could not add up to zero. A strictly convex curve crosses a line at most twice, so the signs run plus, minus, plus, and the curve stays above the line afterwards.

At s = 10⁸ s, roughly three years, the defect model gives R/R₁ = 3.98. The extrapolated line gives 2.78, which is 30 % too low.

**A clock started too early**

The opposite error occurs if the clock starts a time δ before the quench ends. Then s = t + δ, R is proportional to (s − δ)^ν, and

d ln R/d ln s = ν s/(s − δ) > ν.

This is the earlier slope with t_d replaced by −δ. Every secant slope now exceeds ν, and so does the fitted exponent. For δ = 0.5 s and a first reading at t = 1 s, the slope there is 0.1 × 1.5/1.0 = 0.15. A fit to 26 readings, evenly spaced in ln t from 1 s to 10⁵ s, gives 0.102. The error is small because most readings come long after the first second.

**What to do with your data**

Add the 100 s back and plot against the time since reset. You may still divide all resistances by the first reading and all times by 100 s, since both are changes of scale.

If the delay was not recorded, fit it together with the exponent:

ln R = c + ν ln(1 + s/t_d).

The reading at s = 0 can now be used. I added Gaussian noise of standard deviation 0.002 to ln R in the example and fitted the three parameters by nonlinear least squares. The result was ν = 0.0998 ± 0.0003 and t_d = 100 s with an uncertainty of 2 %. The straight line on the restarted clock gave 0.063 for the same noisy data. These uncertainties are statistical and hold for independent noise on the resistance of the glass alone. A real cell is less kind. Since d ln R/dT = −E_c/(k_BT²), a conduction barrier of 0.25 eV gives 0.032 per kelvin at 300 K, so 0.002 corresponds to about 0.06 K. A series resistance R_s multiplies the local slope by R/(R + R_s) and so lowers the fitted ν.

This works because the readings extend far beyond t_d. For s ≪ t_d,

ν ln(1 + s/t_d) ≈ ν s/t_d − ν s²/(2t_d²),

and the leading term contains only the ratio ν/t_d. The two parameters are separated by the small second term. With the same noise, a reading at s = 0 and 26 more between 0.1 s and 10 s, the linearized standard error of ν is 1.2, over ten times ν itself. Such data do not determine the exponent.

As for your last question, an upward bend of the form ν ln(1 + s/t_d) on the restarted clock is no evidence against the power law. A downward bend cannot come from the delay, so it needs another cause, but that cause need not lie in the glass. A parallel leakage path R_p multiplies the local slope by R_p/(R + R_p), which falls as the glass drifts, and a slow warming of the cell lowers R directly; either can bend the late part of the plot down while the glass follows the power law. A bend that remains on the correct clock is another matter: it means that one of the assumptions fails. For example, the barriers may not be evenly spread, the temperature may have changed, crystallization may have begun, or the times may have reached an end of the range of relaxation times.

All numerical values are calculated from the stated model.
